# Energy an ion gives to a two-dimensional sheet at normal incidence: a numerical check

```python
"""Energy given to a thin sheet by an ion crossing it at right angles.
Result under test, with K = e^2/(4 pi eps0), U = hbar v, E = hbar omega:
  W = int d2q/(2pi)^2 int_0^inf dE/pi E (4 pi Z K)^2
      [U/(q^2 U^2 + E^2)]^2 (-Im chi(q,E))
q: in-plane wavevector (1/nm); chi: screened density response of the
sheet per area, 1/(eV nm^2); v: ion speed; Z = 1 throughout.
Graphene model: pi and sigma oscillators coupled by the Coulomb force.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import j0, erfcx

pi = np.pi
K = sc.e / (4 * pi * sc.epsilon_0) * 1e9            # eV nm
HBAR = sc.hbar / sc.e * 1e15                        # eV fs
HBARC = sc.hbar * sc.c / sc.e * 1e9                 # eV nm
MC2 = sc.m_e * sc.c**2 / sc.e                       # eV
MPC2 = sc.m_p * sc.c**2 / sc.e                      # eV
H2M = HBARC**2 / MC2                                # hbar^2/m, eV nm^2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def field(q, E, U):
    """Size of the ion's potential energy in (q, E) space, over hbar."""
    return 4 * pi * K * U / (q**2 * U**2 + E**2)


def number_spectrum(U, qc, bands, sigma=0.0, coupled=True):
    """dN/dE for q < qc; sigma is the rms half-width of the sheet."""
    dE = 0.05
    E = dE * np.arange(1, 4001)[None, :]
    q, wq = gauss(0, qc, 140)
    q = q[:, None]
    chi = sum(N * q**2 * H2M / (E**2 + 1j * E * G - E0**2)
              for N, E0, G in bands)
    if coupled:
        chi = chi / (1 - 2 * pi * K / q * erfcx(q * sigma) * chi)
    form = np.exp(-(E * sigma / U)**2)
    dens = field(q, E, U)**2 * form * (-chi.imag) / pi * q / (2 * pi)
    return E[0], wq @ dens, dE


def sheet_loss(U, qc, bands, **options):
    E, dN, dE = number_spectrum(U, qc, bands, **options)
    return np.sum(E * dN) * dE


# ---- example: proton through graphene (rough model parameters) ----
E_ion = 1.0e6
beta = np.sqrt(2 * E_ion / MPC2)
U = HBARC * beta
a_lat = 0.246
N_C = 2 / (np.sqrt(3) / 2 * a_lat**2)
bands = [(N_C, 4.0, 2.5), (3 * N_C, 13.0, 3.0)]
qc = 5.0
E, dN, dE = number_spectrum(U, qc, bands)
W = np.sum(E * dN) * dE
N_exc = np.sum(dN) * dE

# ---- test: in-plane transform of the Coulomb potential ----
mp.mp.dps = 15
qt, zt = 1.3, 0.7
hankel = mp.quadosc(
    lambda r: 2 * mp.pi * r * mp.besselj(0, qt * r) / mp.sqrt(r * r + zt * zt),
    [0, mp.inf], zeros=lambda n: mp.pi * (n - 0.25) / qt)
assert abs(float(hankel) / (2 * pi / qt * np.exp(-qt * zt)) - 1) < 1e-4

# ---- test: field in (q, E) from the moving point charge itself ----
qt, Et, Ut = 1.0, 0.8, 1.5
rho, wr = gauss(0, 40, 60)
in_time = [2 * quad(lambda t: K / np.sqrt(r * r + (Ut * t)**2), 0, np.inf,
                    weight='cos', wvar=Et, epsabs=1e-7)[0] for r in rho]
direct = np.sum(wr * 2 * pi * rho * j0(qt * rho) * np.array(in_time))
assert abs(direct / field(qt, Et, Ut) - 1) < 2e-3

# ---- test: away from the plane the field only gains a phase ----
z0 = 0.9
t = np.linspace(-30, 30, 600001)
ft = np.sum(np.exp(1j * Et * t - qt * abs(z0 - Ut * t))) * (t[1] - t[0])
ft *= 2 * pi * K / qt
assert abs(ft / (field(qt, Et, Ut) * np.exp(1j * Et * z0 / Ut)) - 1) < 1e-5

# ---- test: speed at which one excitation is driven hardest ----
best = minimize_scalar(lambda u: -field(1.0, 10.0, u)**2,
                       bounds=(1, 60), method='bounded')
assert abs(best.x / 10.0 - 1) < 1e-3


# ---- test: whole loss from the braking force, in the time domain ----
def braking_work(q):
    vq = 2 * pi * K / q

    def rhs(t, y, sign):
        decay = np.exp(-q * U * abs(t))
        n = y[0] + y[2]
        drive = vq * (n - decay)
        out = []
        for j, (N, E0, G) in enumerate(bands):
            out += [y[2*j+1], -G * y[2*j+1] - E0**2 * y[2*j]
                    - N * q**2 * H2M * drive]
        return out + [sign * 2 * pi * K * U * decay * n]

    T = 25 / (q * U)
    y = np.zeros(5)
    for t0, t1, sign in ((-T, 0, -1), (0, T, 1)):
        y = solve_ivp(rhs, (t0, t1), y, args=(sign,), method='DOP853',
                      rtol=1e-8, atol=1e-11).y[:, -1]
    return y[4]


qn, wn = gauss(0, qc, 10)
W_force = sum(w * q / (2 * pi) * braking_work(q) for q, w in zip(qn, wn))
assert abs(W_force / W - 1) < 3e-3

# ---- test: quantum excitation of a crystal ring, impact average ----
M, lam, vr = 6, 1e-3, 1.0
s = np.arange(M)
H0 = np.diag(0.4 * (-1.0)**s)
for i in s:
    H0[i, (i + 1) % M] = H0[(i + 1) % M, i] = -1.0
level, S = np.linalg.eigh(H0)
gap = level - level[0]
qs = [k * pi / 3 for k in (-2, -1, 1, 2)]


def ring_run(shift):
    waves = [np.exp(1j * q * (s - shift)) / abs(q) for q in qs]

    def rhs(t, c):
        V = sum(w * np.exp(-abs(q) * vr * abs(t)) for w, q in zip(waves, qs))
        return -1j * (H0 @ c + lam * V.real * c)

    c = S[:, 0].astype(complex)
    for span in ((-18, 0), (0, 18)):
        c = solve_ivp(rhs, span, c, method='DOP853',
                      rtol=1e-10, atol=1e-13).y[:, -1]
    pop = abs(S.T @ c)**2
    return np.array([pop[1:].sum(), (pop * gap).sum()])


runs = [ring_run(0), ring_run(1)]
average = (runs[0] + runs[1]) / 2
prob = np.zeros(M)
for q in qs:
    rho_n = S.T @ (np.exp(1j * q * s) * S[:, 0])
    prob += (lam * 2 * vr / (q**2 * vr**2 + gap**2))**2 * abs(rho_n)**2
predicted = np.array([prob[1:].sum(), (prob * gap).sum()])
assert np.all(abs(average / predicted - 1) < 5e-3)
site_spread = abs(runs[0][1] - runs[1][1]) / average[1]
assert site_spread > 0.05       # a single impact point is not the average

# ---- test: closed form for uncoupled, weakly damped oscillators ----
mv2 = MC2 * beta**2
N_val = 4 * N_C
A = 4 * pi * K**2 * N_val / mv2
X = qc * U / 13.0
closed = A * 0.5 * (np.log(1 + X**2) - X**2 / (1 + X**2))
narrow = sheet_loss(U, qc, [(N_val, 13.0, 0.1)], coupled=False)
assert abs(narrow / closed - 1) < 2e-2      # finite damping remains

# ---- test: out-of-plane share, from the impulse on an oscillator ----
b, wb = gauss(0, 12, 40)
kick = np.array([2 * quad(lambda t: t / (x * x + t * t)**1.5, 0, np.inf,
                          weight='sin', wvar=1.0, epsabs=1e-6)[0] for x in b])
share = np.sum(wb * 2 * pi * b * 0.5 * kick**2) / (4 * pi)
assert abs(share - 0.5) < 5e-3


# ---- test: close-collision logarithm from Coulomb orbits ----
def orbit_transfer(impact):
    far = 2000.0

    def rhs(t, y):
        r3 = (y[0]**2 + y[1]**2)**1.5
        return [y[2], y[3], -y[0] / r3, -y[1] / r3]

    y = solve_ivp(rhs, (0, 2 * far), [impact, -far, 0, 1.0],
                  method='DOP853', rtol=1e-9, atol=1e-10).y[:, -1]
    return 0.5 * (y[2]**2 + (y[3] - 1)**2)


B = 10.0
yy, wy = gauss(0, np.log(1 + B**2), 6)
area_loss = sum(w * pi * np.exp(y) * orbit_transfer(np.sqrt(np.exp(y) - 1))
                for y, w in zip(yy, wy))
log_law = 2 * pi * np.log(2 / orbit_transfer(B))
assert abs(area_loss / log_law - 1) < 1e-2

# ---- test: Coulomb reduction for a Gaussian sheet profile ----
sig = 0.07
mean = quad(lambda d: 2 * np.exp(-qc * d - d * d / (4 * sig**2))
            / np.sqrt(4 * pi * sig**2), 0, 12 * sig)[0]
assert abs(mean / erfcx(qc * sig) - 1) < 1e-6

# ---- sizes of what the sheet model leaves out ----
k_max = 2 * MC2 * beta / HBARC
W_thick = sheet_loss(U, qc, bands, sigma=sig)
W_shift = sheet_loss(U, qc, [(N, 1.1 * e, g) for N, e, g in bands])
core_edge = 285.0
W_core = 4 * pi * K**2 * 2 * N_C / mv2 * np.log(2 * mv2 / core_edge)
kT = sc.k * 300 / sc.e

print(f"proton energy                        {E_ion/1e6:.2f} MeV")
print(f"proton speed v                       {U/HBAR:.3f} nm/fs")
print(f"hbar v                               {U:.3f} eV nm")
print(f"K = e^2/(4 pi eps0)                  {K:.4f} eV nm")
print(f"graphene lattice constant (rough)    {a_lat:.3f} nm")
print(f"carbon atoms per area                {N_C:.2f} nm^-2")
for name, (N, e0, g) in zip(("pi   ", "sigma"), bands):
    print(f"{name} density, energy, width (rough)  "
          f"{N:.1f} nm^-2, {e0:.1f} eV, {g:.1f} eV")
print(f"cutoff q_c                           {qc:.1f} nm^-1")
print(f"field/hbar at q=1 nm^-1, E=10 eV     {field(1.,10.,U):.4f} nm^2")
print(f"speed of strongest drive there       {best.x/HBAR:.2f} nm/fs")
print(f"RESULT sheet loss W, q<q_c           {W:.3f} eV")
print(f"RESULT sheet loss W, q<q_c           {W*sc.e:.3e} J")
print(f"same from braking force              {W_force:.3f} eV")
print(f"mean number of excitations           {N_exc:.4f}")
print(f"mean energy per excitation           {W/N_exc:.2f} eV")
print(f"peak of number spectrum dN/dE        {E[np.argmax(dN)]:.2f} eV")
print(f"peak of energy spectrum E dN/dE      {E[np.argmax(E*dN)]:.2f} eV")
for e in (0.5e6, 2e6, 4e6):
    u = HBARC * np.sqrt(2 * e / MPC2)
    print(f"W at proton energy {e/1e6:.1f} MeV           "
          f"{sheet_loss(u, qc, bands):.3f} eV")
for c in (2.5, 5.0, 10.0):
    print(f"q_c={c:4.1f} nm^-1: sheet W, close part   "
          f"{sheet_loss(U, c, bands):.3f} eV, {A*np.log(k_max/c):.2f} eV")
print(f"prefactor 4 pi K^2 N/(m v^2)         {A:.3f} eV")
print(f"largest momentum transfer 2mv/hbar   {k_max:.1f} nm^-1")
print(f"uncoupled 13 eV check: closed form   {closed:.3f} eV")
print(f"uncoupled 13 eV check: quadrature    {narrow:.3f} eV")
print(f"out-of-plane share from impulses     {share:.4f}")
print(f"out-of-plane motion, estimate        {A/2:.2f} eV")
print(f"core edge (rough)                    {core_edge:.0f} eV")
print(f"core electrons, rough upper estimate {W_core:.2f} eV")
print(f"rms half-width of sheet (rough)      {sig:.2f} nm")
print(f"W with this finite thickness         {W_thick:.3f} eV")
print(f"W with oscillator energies +10%      {W_shift:.3f} eV")
print(f"recoil energy at q_c                 {H2M*qc**2/2:.3f} eV")
print(f"shortest reciprocal vector           "
      f"{4*pi/(np.sqrt(3)*a_lat):.2f} nm^-1")
print(f"retardation, (v/c)^2                 {beta**2:.5f}")
print(f"nonlinearity, K/(hbar v)             {K/U:.4f}")
print(f"slowing, W/(proton energy)           {W/E_ion:.2e}")
print(f"thermal energy at 300 K              {kT:.4f} eV")
print(f"ring: relative spread of two sites   {site_spread:.3f}")
print(f"ring: average energy / prediction    {average[1]/predicted[1]:.5f}")
print(f"orbits: area loss / logarithm law    {area_loss/log_law:.5f}")
print("all assertions hold")
```

Running it gives:

```
proton energy                        1.00 MeV
proton speed v                       13.841 nm/fs
hbar v                               9.110 eV nm
K = e^2/(4 pi eps0)                  1.4400 eV nm
graphene lattice constant (rough)    0.246 nm
carbon atoms per area                38.16 nm^-2
pi    density, energy, width (rough)  38.2 nm^-2, 4.0 eV, 2.5 eV
sigma density, energy, width (rough)  114.5 nm^-2, 13.0 eV, 3.0 eV
cutoff q_c                           5.0 nm^-1
field/hbar at q=1 nm^-1, E=10 eV     0.9008 nm^2
speed of strongest drive there       15.19 nm/fs
RESULT sheet loss W, q<q_c           1.902 eV
RESULT sheet loss W, q<q_c           3.047e-19 J
same from braking force              1.902 eV
mean number of excitations           0.1440
mean energy per excitation           13.21 eV
peak of number spectrum dN/dE        5.30 eV
peak of energy spectrum E dN/dE      22.35 eV
W at proton energy 0.5 MeV           2.060 eV
W at proton energy 2.0 MeV           1.532 eV
W at proton energy 4.0 MeV           1.104 eV
q_c= 2.5 nm^-1: sheet W, close part   0.825 eV, 16.65 eV
q_c= 5.0 nm^-1: sheet W, close part   1.902 eV, 14.12 eV
q_c=10.0 nm^-1: sheet W, close part   3.537 eV, 11.59 eV
prefactor 4 pi K^2 N/(m v^2)         3.652 eV
largest momentum transfer 2mv/hbar   239.1 nm^-1
uncoupled 13 eV check: closed form   3.033 eV
uncoupled 13 eV check: quadrature    3.034 eV
out-of-plane share from impulses     0.5001
out-of-plane motion, estimate        1.83 eV
core edge (rough)                    285 eV
core electrons, rough upper estimate 3.71 eV
rms half-width of sheet (rough)      0.07 nm
W with this finite thickness         2.037 eV
W with oscillator energies +10%      1.818 eV
recoil energy at q_c                 0.952 eV
shortest reciprocal vector           29.49 nm^-1
retardation, (v/c)^2                 0.00213
nonlinearity, K/(hbar v)             0.1581
slowing, W/(proton energy)           1.90e-06
thermal energy at 300 K              0.0259 eV
ring: relative spread of two sites   0.377
ring: average energy / prediction    0.99941
orbits: area loss / logarithm law    1.00099
all assertions hold
```
